# Sixth-power thickness law for roughness-limited mobility in a hard-wall film

## One step in the film thickness

An electron in a film with impenetrable faces at \(z=0\) and \(z=L\) has the lowest confinement energy and mode

\[
E_1(L)=\frac{\pi^2\hbar^2}{2m_zL^2},\qquad
\varphi(z)=\sqrt{\frac2L}\,\sin\frac{\pi z}{L}.
\]

Here \(m_z\) is the mass for motion across the film and \(m\) the mass for motion along it. Let the thickness change from \(L\) to \(L+d\), with \(|d|\ll L\), along a straight line. The transition is gradual on the scale of \(L\) but short compared with \(1/k\), where \(k\) is the in-plane wavenumber; this is possible when \(kL\ll1\). An electron arriving at normal incidence then sees a potential step. Let \(d\) also be so small that this step is much less than the kinetic energy, \(2E_1|d|/L\ll\hbar^2k^2/2m\). Since \(dE_1/dL=-2E_1/L\), energy conservation gives

\[
\frac{\hbar^2k'^2}{2m}=\frac{\hbar^2k^2}{2m}+\frac{2E_1d}{L}
\quad\Rightarrow\quad
k'-k\simeq\frac{2mE_1d}{\hbar^2kL}.
\]

Matching value and slope at a potential step gives the reflection probability

\[
R=\left(\frac{k-k'}{k+k'}\right)^2
\simeq\left(\frac{k'-k}{2k}\right)^2
=\left(\frac{\pi^2m\,d}{2m_zk^2L^3}\right)^2 .
\]

At fixed \(k\) and \(d\), doubling the thickness reduces \(R\) by a factor of \(2^6=64\). The confinement energy varies as \(L^{-2}\), its response to a displaced wall as \(L^{-3}\), and a probability is the square of an amplitude.

## The rough film and the result

Now let the upper wall lie at \(z=L+\Delta(\mathbf r)\), where \(\mathbf r\) is the in-plane position. The lower wall stays flat. The fluctuation has zero mean and

\[
\langle\Delta(\mathbf r)\Delta(0)\rangle=\Delta_0^2e^{-r^2/\Lambda^2}.
\]

The rms height \(\Delta_0\) and the correlation length \(\Lambda\) are taken not to change with \(L\). The sheet density \(n_s\) is also fixed, the temperature is zero, and only the lowest subband is occupied, with two spins and one valley, so \(k_F=\sqrt{2\pi n_s}\). Roughness is the only scatterer and is unscreened, and the mode across the film is that of an empty box, with the electrostatic potential of the electrons themselves left out. To lowest order in \(\Delta\), the mobility is

\[
\boxed{\mu=\frac{e\,m_z^2L^6}{\pi^5\hbar\,m^2\Delta_0^2\Lambda^2G(a)}},\qquad
G(a)=e^{-a}[I_0(a)-I_1(a)],\quad a=\frac{k_F^2\Lambda^2}{2},
\]

where \(e>0\) and \(I_0,I_1\) are modified Bessel functions. The two derivations below reach this formula by different roads.

## First derivation: local modes and the golden rule

**The effective potential.** Write \(h(\mathbf r)=L+\Delta(\mathbf r)\) and expand the wavefunction in modes that fit the local thickness:

\[
\psi=\sum_n c_n(\mathbf r)\varphi_n(z;h),\qquad
\varphi_n=\sqrt{\frac2h}\,\sin\frac{n\pi z}{h}.
\]

Let \(\nabla\) denote the in-plane gradient. Projecting the Schrödinger equation on \(\varphi_1\) gives

\[
-\frac{\hbar^2}{2m}\Big[\nabla^2c_1+\sum_n\big(2\langle\varphi_1|\nabla\varphi_n\rangle\cdot\nabla c_n+\langle\varphi_1|\nabla^2\varphi_n\rangle c_n\big)\Big]+E_1(h)c_1=Ec_1 .
\]

The terms in the sum can be ordered in powers of \(\Delta\).

- For \(n=1\), differentiating \(\langle\varphi_1|\varphi_1\rangle=1\) gives \(\langle\varphi_1|\nabla\varphi_1\rangle=0\), because the mode is real and vanishes at the wall. A second differentiation gives \(\langle\varphi_1|\nabla^2\varphi_1\rangle=-\langle\nabla\varphi_1|\nabla\varphi_1\rangle\), which is of second order.
- For \(n\ge2\), the couplings are of first order. The amplitudes \(c_n\) are themselves produced by the roughness and are also of first order, so their products are of second order.

To first order, therefore, the electron moves in the potential

\[
U(\mathbf r)=\frac{dE_1}{dL}\Delta(\mathbf r)
=-\frac{\pi^2\hbar^2}{m_zL^3}\Delta(\mathbf r).
\]

The sign is negative for an outward displacement because a wider film has a lower confinement energy.

**The roughness spectrum.** The Fourier transform of the height correlation factors into two Gaussian integrals, each equal to \(\sqrt\pi\,\Lambda e^{-q_i^2\Lambda^2/4}\). Hence

\[
S(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\langle\Delta(\mathbf r)\Delta(0)\rangle
=\pi\Delta_0^2\Lambda^2e^{-q^2\Lambda^2/4}.
\]

**The scattering rate.** For plane waves normalized in area \(A\), the mean squared matrix element is \((dE_1/dL)^2S(q)/A\). The sum over final states is \(A\int k'dk'\,d\theta/(4\pi^2)\), and the energy delta function gives

\[
\int k'dk'\,\delta\!\left(\frac{\hbar^2(k'^2-k^2)}{2m}\right)=\frac{m}{\hbar^2}.
\]

The golden rule therefore gives the rate per unit scattering angle

\[
w(\theta)=\frac{2\pi}{\hbar}\,\frac{1}{4\pi^2}\,\frac{m}{\hbar^2}\left(\frac{dE_1}{dL}\right)^2S(q)
=\frac{m}{2\pi\hbar^3}\left(\frac{dE_1}{dL}\right)^2S(q),
\]

with \(q=2k\sin(\theta/2)\).

**From scattering to mobility.** A weak field shifts the Fermi circle, so the change in occupation varies as \(\cos\phi\), where \(\phi\) is the direction of motion relative to the shift. For elastic scattering the exclusion factors cancel in the difference between scattering in and out. The collision term is then proportional to

\[
\int_0^{2\pi}d\theta\,w(\theta)[\cos(\phi+\theta)-\cos\phi]
=-\cos\phi\int_0^{2\pi}d\theta\,w(\theta)(1-\cos\theta),
\]

because \(w\) is even in \(\theta\) and the \(\sin\theta\) part integrates to zero. The shift relaxes at the rate

\[
\frac1\tau=\frac{m}{2\pi\hbar^3}\left(\frac{dE_1}{dL}\right)^2
\int_0^{2\pi}d\theta\,(1-\cos\theta)S(q).
\tag{1}
\]

In a steady field of strength \(\mathcal E\), each electron gains momentum at the rate \(e\mathcal E\), and the mean momentum \(p\) is lost at the rate \(p/\tau\). Balance gives \(p=e\mathcal E\tau\), so the drift speed is \(e\mathcal E\tau/m\) and \(\mu=e\tau/m\).

**The angular integral.** At \(k=k_F\), \(q^2=2k_F^2(1-\cos\theta)\), so the exponent in \(S\) is \(-a(1-\cos\theta)\). With

\[
\int_0^{2\pi}e^{a\cos\theta}d\theta=2\pi I_0(a),\qquad
\int_0^{2\pi}\cos\theta\,e^{a\cos\theta}d\theta=2\pi I_1(a),
\]

the integral in (1) is \(\pi\Delta_0^2\Lambda^2\cdot2\pi G(a)\). Therefore

\[
\frac1\tau=\frac{m}{2\pi\hbar^3}\,\frac{\pi^4\hbar^4}{m_z^2L^6}\,2\pi^2\Delta_0^2\Lambda^2G(a)
=\frac{\pi^5\hbar m\Delta_0^2\Lambda^2G(a)}{m_z^2L^6},
\tag{2}
\]

and \(\mu=e\tau/m\) is the boxed result.

## Second derivation: a displaced boundary and scattered flux

**The wall as a source.** This time keep the flat-film mode \(\varphi(z)\) and write \(\psi=\varphi(z)e^{i\mathbf k\cdot\mathbf r}+\psi_1\). The wavefunction must vanish on the displaced wall. Since \(\varphi(L)=0\), expansion to first order gives

\[
\psi_1(\mathbf r,L)=-\Delta(\mathbf r)\varphi'(L)e^{i\mathbf k\cdot\mathbf r}.
\]

Roughness thus appears as a prescribed value of the scattered wave on the flat surface \(z=L\). Define its component in the lowest mode by \(b(\mathbf r)=\int_0^L\varphi\,\psi_1\,dz\). Two integrations by parts give

\[
\int_0^L\varphi\,\partial_z^2\psi_1\,dz
=-\varphi'(L)\psi_1(\mathbf r,L)-\frac{\pi^2}{L^2}b
=\varphi'(L)^2\Delta\,e^{i\mathbf k\cdot\mathbf r}-\frac{\pi^2}{L^2}b .
\]

Insert this into the wave equation projected on \(\varphi\), with \(E-E_1=\hbar^2k^2/2m\) and \(\varphi'(L)^2=2\pi^2/L^3\):

\[
\frac{\hbar^2}{2m}(\nabla^2+k^2)b
=-\frac{\hbar^2}{2m_z}\frac{2\pi^2}{L^3}\Delta\,e^{i\mathbf k\cdot\mathbf r}
=U(\mathbf r)e^{i\mathbf k\cdot\mathbf r}.
\tag{3}
\]

The source contains the same \(U\) as before, although no energy derivative was taken.

**The scattered flux.** Consider a patch of area \(A\), much larger than \(\Lambda^2\) but small enough to scatter weakly. The outgoing solution of \((\nabla^2+k^2)g=\delta(\mathbf r)\) is \(g=-\tfrac i4H_0^{(1)}(kr)\). Its short-distance form \((2\pi)^{-1}\ln r\) supplies the delta function, and at large distance \(|g|^2\simeq1/(8\pi kr)\). With \(\tilde U(\mathbf q)=\int_Ad^2r\,U e^{-i\mathbf q\cdot\mathbf r}\), equation (3) gives, far from the patch,

\[
|b|^2=\left(\frac{2m}{\hbar^2}\right)^2\frac{|\tilde U(\mathbf q)|^2}{8\pi kr}
=\frac{m^2|\tilde U(\mathbf q)|^2}{2\pi\hbar^4kr}.
\]

The incident wave has unit in-plane density and speed \(v=\hbar k/m\). The scattered flux per unit angle is \(vr|b|^2\). Dividing by the incident flux \(v\) gives the scattering width, which is a length in two dimensions:

\[
\frac{d\sigma}{d\theta}=\frac{m^2|\tilde U(\mathbf q)|^2}{2\pi\hbar^4k}.
\]

There are \(1/A\) patches per unit area. If waves from different patches add without a fixed phase relation, the rate of loss of forward momentum is

\[
\frac1\tau=\frac vA\int_0^{2\pi}d\theta\,(1-\cos\theta)\left\langle\frac{d\sigma}{d\theta}\right\rangle
=\frac{m}{2\pi\hbar^3}\int_0^{2\pi}d\theta\,(1-\cos\theta)\frac{\langle|\tilde U|^2\rangle}{A}.
\]

For a patch much larger than \(\Lambda^2\), \(\langle|\tilde U|^2\rangle/A=(\pi^2\hbar^2/m_zL^3)^2S(q)\). This is equation (1), and the same angular integral leads to (2) and the boxed mobility.

**A narrow recess.** Equation (3) can be applied to a wall feature narrower than the film. Take \(m_z=m\) and a straight recess of depth \(d\) and width \(w\), crossed at normal incidence. The one-dimensional outgoing solution \(e^{ik|x|}/(2ik)\) gives

\[
|r_1|=\frac{\pi^2}{kL^3}\left|\int_{-w/2}^{w/2}d\,e^{2ikx}dx\right|
=\frac{\pi^2d\,|\sin kw|}{k^2L^3}.
\]

The full reflection can be computed by mode matching: the wave is expanded in transverse modes inside and outside the recess, and value and slope are joined at its edges. For \(kL=3\) and \(w=0.5L\), the computed amplitude divided by \(|r_1|\) is 0.967 at \(d=0.01L\) and 0.984 at \(d=0.005L\). Linear extrapolation to zero depth gives 1.000. The first-order amplitude thus describes this shallow recess even though its width is half the film thickness. The depth must be small compared with the width as well as with \(L\), and the approach to the limit is slow. At \(kL=3\) and \(d=0.01L\), the ratio falls to about 0.72 for \(w=0.1L\) and 0.29 for \(w=0.02L\), because the wave does not fill a narrow recess.

## What each derivation assumes

Both derivations are first order in \(\Delta\), and both treat successive scattering events as independent. They differ in where these assumptions enter.

The local-mode derivation needs a wall profile that can be differentiated. It shows what has been dropped: the nonlinearity of \(E_1(h)\), terms quadratic in the slope of the wall, and virtual visits to higher subbands. Slow variation makes the last two smaller, but the first-order potential does not depend on it. The derivation also identifies the matrix element with \(dE_1/dL\).

The boundary derivation needs no derivative of \(\Delta\), but it expands the wavefunction about the flat wall, which requires heights small compared with the lateral size of the features. It obtains the strength of the source from the slope of the mode at the wall. The two strengths agree because

\[
-\frac{\hbar^2}{2m_z}\varphi'(L)^2=-\frac{\pi^2\hbar^2}{m_zL^3}=\frac{dE_1}{dL}.
\]

In the first derivation randomness enters through the averaged matrix element over the whole film. In the second it enters through the absence of phase relations between patches. Neither treats interference between repeated scattering events, so neither can be relied on when the mean free path is no longer long compared with \(1/k_F\).

## Limits and changes of exponent

For short-range roughness, \(k_F\Lambda\ll1\), \(G\to1\) and the mobility no longer depends on density. For \(k_F\Lambda\gg1\), small angles dominate:

\[
G\simeq\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\theta^2}{2}e^{-a\theta^2/2}d\theta
=\frac{1}{2\sqrt{2\pi}\,a^{3/2}} .
\]

Electrons are then mostly deflected through small angles, and the mobility rises as \(n_s^{3/2}\).

This matters if the volume density, rather than the sheet density, is held fixed. Then \(n_s\propto L\), so \(a=\pi n_s\Lambda^2\propto L\), and

\[
\frac{d\ln\mu}{d\ln L}=6-\frac{d\ln G}{d\ln a}.
\]

The exponent is 6 in the short-range limit and \(15/2\) in the long-range limit.

Screening changes it in the other direction. At zero temperature and \(q\le2k_F\), the static response of one parabolic subband is its density of states, \(m/\pi\hbar^2\). In a medium of uniform relative permittivity \(\kappa\), the induced charge reduces \(U\) to \(U/\epsilon(q)\), where

\[
\epsilon(q)=1+\frac{q_s}{q}F(qL),\qquad q_s=\frac{me^2}{2\pi\epsilon_0\kappa\hbar^2},
\]

\[
F(qL)=4\int_0^1\!\!du\int_0^1\!\!du'\,\sin^2(\pi u)\sin^2(\pi u')\,e^{-qL|u-u'|}.
\]

At fixed \(q\), \(F\) falls as \(L\) grows: the electrons are spread over a thicker layer and screen less well. The scattering rate then falls more slowly than \(L^{-6}\), and the local exponent lies below 6. This estimate omits the electrostatic fields that the displaced wall itself may create.

The hard wall is also essential. For a high but finite barrier \(V_0\) on both sides, with the same mass throughout, matching gives \(KL=\pi-2\arcsin(K/K_0)\), where \(K\) is the wavenumber across the film and \(K_0=\sqrt{2m_zV_0}/\hbar\). For \(K\ll K_0\) this becomes \(K\simeq\pi/(L+2/K_0)\). For slowly varying roughness the mobility then follows \((L+2/K_0)^6\), whose local exponent \(6L/(L+2/K_0)\) is less than 6.

## A model film in numbers

Take \(m=m_z=0.20\) electron masses, \(n_s=5\times10^{12}\ \mathrm{cm^{-2}}=0.05\ \mathrm{nm^{-2}}\), \(\Delta_0=0.2\) nm and \(\Lambda=2\) nm. These are round model parameters. They give

\[
k_F=\sqrt{2\pi(0.05)}=0.5605\ \mathrm{nm^{-1}},\quad
a=\frac{(0.5605\times2)^2}{2}=0.628,\quad G(a)=0.411,
\]

and a Fermi energy \(E_F=59.85\) meV above the subband edge.

At \(L=4\) nm, \(E_1=117.5\) meV. The rms energy fluctuation is

\[
\delta E=\frac{2E_1\Delta_0}{L}=\frac{2(117.5)(0.2)}{4}=11.75\ \mathrm{meV}.
\]

Since \(m/\hbar^2=k_F^2/2E_F\), equation (2) can be written in energies alone:

\[
\frac{\hbar}{\tau}=\frac{\pi a\,G(a)\,\delta E^2}{E_F}
=\frac{\pi(0.628)(0.411)(11.75)^2}{59.85}\simeq1.87\ \mathrm{meV}.
\]

This corresponds to \(\tau=0.351\) ps and \(\mu=3.09\times10^3\ \mathrm{cm^2/(V\,s)}\), or \(0.309\ \mathrm{m^2/(V\,s)}\). With mean free path \(\ell=\hbar k_F\tau/m\), \(k_F\ell=2E_F\tau/\hbar\simeq64\), so scattering is weak. For four thicknesses the formula gives:

| \(L\) (nm) | \(\delta E\) (meV) | \(\mu\) (cm²/(V s)) | \(k_F\ell\) |
|---|---|---|---|
| 3 | 27.9 | 550 | 11 |
| 4 | 11.8 | 3090 | 64 |
| 5 | 6.0 | 11800 | 244 |
| 6 | 3.5 | 35200 | 728 |

From 3 to 6 nm the mobility rises by a factor of 64. Even at 6 nm the second subband lies 157 meV above the first, well above \(E_F\). The large mobilities in the thicker films describe roughness alone; any added independent scattering rate lowers them.

The nonlinearity of \(E_1(L)\) can be estimated by letting the thickness take the two values \(L\pm\Delta_0\). With \(x=\Delta_0/L\), half the energy difference is \(\delta E/(1-x^2)^2\), so the rate is multiplied by \((1-x^2)^{-4}\). The increase, relative to the first-order rate, is 1.8 % at 3 nm and 0.45 % at 6 nm. These figures hold for a surface with only two thicknesses. Such a surface has sharp steps and cannot have the Gaussian correlation assumed above, so they indicate only a scale. For Gaussian-distributed heights with that correlation and the same rms height, the increase from this nonlinearity is about four times as large. Nor are these figures the total error of the first-order formula: they leave out repeated scattering, terms quadratic in the wall slope and virtual visits to higher subbands. Since \(\Lambda<L\) here, slow variation cannot be invoked to neglect the last two.

At 2 nm the formula would give \(48\ \mathrm{cm^2/(V\,s)}\), but also \(k_F\ell=1.0\). The energy fluctuation would be \(8\times11.75=94\) meV, larger than the Fermi energy. Weak scattering has failed there, and the value is not a usable prediction.

The modified exponents at 4 nm follow from numerical angular integration at slightly smaller and larger thicknesses. With volume density fixed, the local exponent is 6.83. With sheet density fixed and screening included at \(\kappa=10\), for which \(q_s=0.756\ \mathrm{nm^{-1}}\), the mobility becomes about \(6820\ \mathrm{cm^2/(V\,s)}\) and the exponent 5.69. Screening thus more than doubles the mobility of this model film while lowering its exponent by about 0.3. These values keep the empty-box mode, and other omitted effects are at least as large. If the compensating charge lies far away and equally on both sides, the static Hartree potential of the electrons pushes the mode toward the walls. At \(\kappa=10\) this raises \(\varphi'(L)^2\) by about 8 % at 4 nm and 30 % at 6 nm, and it brings the screened values at 4 nm to roughly \(5800\ \mathrm{cm^2/(V\,s)}\) and 5.2. The size of this shift depends on where the compensating charge sits. Separately, replacing the hard walls by barriers of 3 eV with the same mass roughly halves the unscreened rate at 4 nm and lowers its exponent to about 5.3.
